# Why two coupled traps do not give two isolated Lorentzians

Two electron traps sit 2.0 nm apart in the 3 nm oxide of a small silicon transistor at 300 K. When either is filled, the drain current falls, by 6 nA for trap 1 and 5 nA for trap 2. With the other trap held empty, each would produce a Lorentzian noise spectrum, and at 1 Hz the two Lorentzians add up to 0.124 nA²/Hz. With both traps active and a repulsion of 50 meV between their electrons, the noise at 1 Hz is 0.059 nA²/Hz, or $5.9\times10^{-20}$ A²/Hz. More than half of the expected noise is missing, although no trap has been removed and neither current step has changed.

## Four states

Let $n_i=0$ or 1 be the occupation of trap $i$. Relative to the channel Fermi level the energy is

$$E=\varepsilon_1n_1+\varepsilon_2n_2+Un_1n_2 ,$$

where $\varepsilon_i$ is an effective free energy that includes any degeneracy of the trap. Each trap exchanges electrons with the channel only, one electron at a time. Let $c_i(n)$ and $e_i(n)$ be the capture and emission rates of trap $i$ when the other trap holds $n$ electrons. I take

$$c_i(n)=c_i\,e^{-\theta Un/kT},\qquad e_i(n)=e_i\,e^{(1-\theta)Un/kT},\qquad \frac{c_i}{e_i}=e^{-\varepsilon_i/kT}.$$

Thus $c_i(n)/e_i(n)=e^{-(\varepsilon_i+Un)/kT}$ for any $\theta$, which says how much of $U$ slows capture and how much speeds up emission. In the order 00, 10, 01, 11 of $(n_1,n_2)$, the probabilities obey $\dot p=Wp$ with

$$W=\begin{pmatrix}-c_1(0)-c_2(0)&e_1(0)&e_2(0)&0\\ c_1(0)&-e_1(0)-c_2(1)&0&e_2(1)\\ c_2(0)&0&-e_2(0)-c_1(1)&e_1(1)\\ 0&c_2(1)&c_1(1)&-e_1(1)-e_2(1)\end{pmatrix}.$$

Each column sums to zero, so probability is conserved. Because the same $U$ enters both traps' rates, the Boltzmann distribution $p_a\propto e^{-E_a/kT}$ balances every pair of opposite transitions: $W_{ab}p_b=W_{ba}p_a$.

The current loss is $x=a_1n_1+a_2n_2$. With $C(t)=\langle\delta x(t)\,\delta x(0)\rangle$ and $\omega=2\pi f$, the one-sided spectrum is

$$S(f)=4\int_0^\infty C(t)\cos\omega t\,dt,\qquad \int_0^\infty S\,df=C(0).$$

Define $H_{ab}=W_{ab}\sqrt{p_b/p_a}$. Detailed balance makes $H$ symmetric, so its eigenvalues $-\lambda_k$ are real. For a vector $u_a=\sqrt{p_a}\,g_a$,

$$-u^THu=-\sum_{ab}g_aW_{ab}p_bg_b=\tfrac12\sum_{a\ne b}W_{ab}p_b(g_a-g_b)^2\ge0. \tag{1}$$

The second equality expands the square and uses $\sum_aW_{ab}=0$ and $\sum_bW_{ab}p_b=0$. The result vanishes only for constant $g$, since all four states are connected. One eigenvalue is therefore zero (the equilibrium state) and three rates $\lambda_k$ are positive. If $u^{(k)}$ are the normalized eigenvectors, then

$$C(t)=\sum_{k=1}^3A_ke^{-\lambda_kt},\quad A_k=\Big(\sum_au^{(k)}_a\sqrt{p_a}\,x_a\Big)^2,\quad S=\sum_{k=1}^3\frac{4A_k\lambda_k}{\lambda_k^2+\omega^2}. \tag{2}$$

There are in general three Lorentzians, and their rates belong to the pair, not to individual traps.

## When the sum is right

For one isolated trap, $d\langle n_i\rangle/dt=c_i-\lambda_i\langle n_i\rangle$ with $\lambda_i=c_i+e_i$. Its mean occupation is $m_i=c_i/\lambda_i$, its variance is $v_i=m_i(1-m_i)=c_ie_i/\lambda_i^2$, and a fluctuation decays as $e^{-\lambda_it}$. The spectrum is $4a_i^2v_i\lambda_i/(\lambda_i^2+\omega^2)$.

If $U=0$ and neither trap's rates depend on the other, $n_1(t)$ and $n_2(t)$ are independent processes. Their cross-correlation vanishes and the two Lorentzians add. The third rate of $W$ is then $\lambda_1+\lambda_2$, the decay rate of the product $\delta n_1\delta n_2$, and an additive signal does not contain that product. A signal with an extra term $a_{12}n_1n_2$ does. Inserting $n_i=m_i+\delta n_i$ gives

$$\delta x=(a_1+a_{12}m_2)\,\delta n_1+(a_2+a_{12}m_1)\,\delta n_2+a_{12}\,\delta n_1\delta n_2 ,$$

so a third Lorentzian of weight $a_{12}^2v_1v_2$ appears even for independent traps. This is a failure of the readout, separate from the coupling of the traps.

## Two ways in which coupling spoils it

The first is dynamic. Trap 1 captures at rate $c_1(n_2)$ when empty and emits at rate $e_1(n_2)$ when full. Since $n_2$ is 0 or 1, $c_1(n_2)=c_1(0)+\Delta c_1n_2$, and likewise for $e_1$. Averaging $(1-n_1)c_1(n_2)-n_1e_1(n_2)$ gives

$$\frac{d\langle n_1\rangle}{dt}=c_1(0)-[c_1(0)+e_1(0)]\langle n_1\rangle+\Delta c_1\langle n_2\rangle-(\Delta c_1+\Delta e_1)\langle n_1n_2\rangle .$$

The equation for one trap contains the other trap and the joint occupation, so there is no single relaxation rate for trap 1.

This can be seen without any interaction energy. Set $U=0$, but let a filled trap 2 multiply both rates of trap 1 by four. The ratio of capture to emission is unchanged, so the equilibrium state is still that of independent traps and the total variance is still additive. Yet with the isolated rates of the example the spectrum at 300 Hz is 0.55 of the isolated sum. Trap 2 is full 82% of the time, and during that time the noise of trap 1 is spread to higher frequencies.

The second way is static. The equilibrium covariance is

$$\begin{aligned}\mathrm{cov}(n_1,n_2)&=p_{11}-(p_{10}+p_{11})(p_{01}+p_{11})\\&=p_{11}(1-p_{10}-p_{01}-p_{11})-p_{10}p_{01}=p_{11}p_{00}-p_{10}p_{01}.\end{aligned}$$

The Boltzmann weights give $p_{11}p_{00}=p_{10}p_{01}e^{-U/kT}$, so

$$\mathrm{cov}(n_1,n_2)=p_{10}p_{01}\left(e^{-U/kT}-1\right). \tag{3}$$

For repulsion it is negative: a filled trap makes it less likely that the other is filled. The spectrum has the corresponding parts

$$S=a_1^2S_{11}+a_2^2S_{22}+2a_1a_2S_{12},\qquad \int_0^\infty S_{12}\,df=\mathrm{cov}(n_1,n_2),$$

where $S_{12}$ is the cosine transform of $\langle\delta n_1(t)\delta n_2(0)\rangle$. Detailed balance makes this correlation equal to the one with the traps exchanged, hence the factor 2.

A sum of single-trap spectra has no term in $a_1a_2$. If it is to equal $S$ for all step heights, $S_{12}$ must vanish at every frequency. Its integral then vanishes, and by (3) $U=0$. For given step heights an accidental agreement at one frequency is still possible. But at fixed $\theta$ and fixed isolated rates, $S$ is an analytic function of $U$, because it is built from exponentials of $U$ by solving linear equations with a unique solution. Its difference from the isolated sum is therefore either zero for all $U$ or zero only at isolated values. The example shows a nonzero difference, so for its parameters at 1 Hz agreement is at most an accident of $U$. In this sense, coupled traps do not in general give the sum of their isolated spectra.

## Weak repulsion

For $u=U/kT\ll1$ the cross-spectrum can be found in closed form. To first order the mean drift of $n_1$ is

$$c_1-\lambda_1n_1-u\,n_2\left[\theta c_1(1-n_1)+(1-\theta)e_1n_1\right].$$

Multiply by $\delta n_2(0)$ and average to obtain an equation for $C_{12}(t)=\langle\delta n_1(t)\delta n_2(0)\rangle$. The last term already carries a factor $u$, so it may be averaged with uncoupled traps. Then $n_1$ is replaced by $m_1$, and since $c_1(1-m_1)=e_1m_1=c_1e_1/\lambda_1=\lambda_1v_1$, the bracket becomes $\lambda_1v_1$ and $\theta$ drops out. The remaining factor is $\langle n_2(t)\delta n_2(0)\rangle=v_2e^{-\lambda_2t}$. Thus

$$\dot C_{12}=-\lambda_1C_{12}-u\lambda_1v_1v_2e^{-\lambda_2t},\qquad C_{12}(0)=-uv_1v_2 ,$$

where the initial value is (3) to first order. A trial term $Be^{-\lambda_2t}$ requires $B=-u\lambda_1v_1v_2/(\lambda_1-\lambda_2)$; adding the multiple of $e^{-\lambda_1t}$ that meets the initial value gives

$$C_{12}(t)=-uv_1v_2\,\frac{\lambda_1e^{-\lambda_2t}-\lambda_2e^{-\lambda_1t}}{\lambda_1-\lambda_2}.$$

Each exponential $e^{-\lambda t}$ transforms to $4\lambda/(\lambda^2+\omega^2)$. The difference of the two fractions supplies a factor $\lambda_1^2-\lambda_2^2$, and

$$S_{12}=-\frac{4u\,v_1v_2\,\lambda_1\lambda_2(\lambda_1+\lambda_2)}{(\lambda_1^2+\omega^2)(\lambda_2^2+\omega^2)}. \tag{4}$$

The cross-spectrum is already present at first order in $U$. It is largest below the slower corner frequency and falls as $\omega^{-4}$ above both. In general $S_{11}$ and $S_{22}$ also change at first order, because the mean occupations and the relaxation rates shift; (4) does not include that change. For $u=10^{-4}$, $\theta=0$, 0.3 and 1, and frequencies of 1, 30 and 500 Hz, (4) was tested against the four-state matrix and holds within 0.2%.

## The numbers

In the example $kT=25.85$ meV, $U/kT=1.93$, $\varepsilon_1=-20$ meV, $\varepsilon_2=-40$ meV and $\theta=1/2$. The rates in s⁻¹ are:

| | other empty | other full |
|---|---|---|
| trap 1 capture | 1472 | 560 |
| trap 1 emission | 679 | 1786 |
| trap 2 capture | 108.4 | 41.2 |
| trap 2 emission | 23.1 | 60.7 |

The probabilities of 00, 10, 01 and 11 are 0.107, 0.232, 0.503 and 0.158. Equation (3) gives a covariance of $0.232\times0.503\times(0.145-1)=-0.100$. The mean occupations are 0.390 and 0.661, so the total variance is

$$36(0.390)(0.610)+25(0.661)(0.339)-60(0.100)\approx8.2\ \text{nA}^2,$$

against 11.4 nA² for the isolated traps. The loss of 28% in variance is smaller than the 53% loss at 1 Hz, so the frequency dependence matters too.

The three modes of (2) have rates 93, 2228 and 2410 s⁻¹ and weights 1.09, 4.48 and 2.60 nA². The isolated traps have rates 131 and 2152 s⁻¹ and weights 3.62 and 7.78 nA². The two fast modes lie so close together that a measured curve could resemble two Lorentzians. Their parameters would still not be those of the isolated traps.

| $f$ (Hz) | $S$ (nA²/Hz) | isolated sum | ratio |
|---|---|---|---|
| 1 | 0.0590 | 0.1243 | 0.47 |
| 10 | 0.0446 | 0.1040 | 0.43 |
| 100 | 0.0125 | 0.0179 | 0.70 |
| 10 000 | $1.65\times10^{-5}$ | $1.74\times10^{-5}$ | 0.95 |

As a test that does not use (2), a random sequence of 600 000 trap flips was generated from the rates and its spectrum estimated in windows of 0.5 s. Averaged over 2–20 Hz, the estimate is 0.99 of the four-state spectrum and 0.43 of the isolated sum.

## Where the slow noise went

Trap 1 is much faster than trap 2, which suggests treating trap 2 as fixed while trap 1 equilibrates. With trap 2 holding $n$ electrons, trap 1 is full for a fraction $q_n=c_1(n)/[c_1(n)+e_1(n)]$ of the time: $q_0=0.684$ and $q_1=0.239$. The current loss averaged over the fast flips is $a_1q_0$ with trap 2 empty and $a_2+a_1q_1$ with it full. The slow step is the difference,

$$a_{\rm slow}=a_2+a_1(q_1-q_0)=5+6(0.239-0.684)=2.3\ \text{nA}.$$

When trap 2 captures an electron, the current at that instant falls by the full 5 nA. The level averaged over the fast flips falls by only 2.3 nA, because trap 1 is empty more often while trap 2 is full, which gives back 2.7 nA. At low frequency the fast trap partly screens the slow one.

Trap 2 in turn feels rates averaged over trap 1. Its capture and emission rates are

$$\begin{aligned}\Gamma_c&=(1-q_0)c_2(0)+q_0c_2(1)=34.2+28.2=62.4\ \text{s}^{-1},\\ \Gamma_e&=(1-q_1)e_2(0)+q_1e_2(1)=17.56+14.47\approx32.0\ \text{s}^{-1}.\end{aligned}$$

Their sum is $\Gamma=94$ s⁻¹, and trap 2 is full for a fraction $w=\Gamma_c/\Gamma=0.661$. In this limit

$$S\approx\frac{4a_{\rm slow}^2w(1-w)\Gamma}{\Gamma^2+\omega^2}+\sum_{n=0,1}w_n\frac{4a_1^2q_n(1-q_n)\Lambda_n}{\Lambda_n^2+\omega^2},$$

with $w_0=1-w$, $w_1=w$ and $\Lambda_n=c_1(n)+e_1(n)$. The last two terms are the noise of trap 1 in its two environments.

At 1 Hz the formula gives 0.063 nA²/Hz, 7% above the four-state value, as the rates differ by a factor of about 20 and not by an infinite one. It also shows the causes separately. Relative to the isolated trap 2, the low-frequency plateau of the slow Lorentzian is multiplied by $(2.33/5)^2=0.22$ for the smaller step, by $0.224/0.145=1.55$ for the larger occupation variance, and by $131/94=1.39$ for the slower relaxation. The product is 0.47, and in this approximation the plateau falls from 0.110 to 0.051 nA²/Hz; the slow mode of (2) gives 0.047. The reduced step outweighs the other two changes.

The three parts of the full spectrum at 1 Hz tell the same story:

$$a_1^2S_{11}+a_2^2S_{22}+2a_1a_2S_{12}=0.086+0.239-0.266=0.059\ \text{nA}^2/\text{Hz}.$$

Each trap alone is noisier than when isolated, because trap 1 now also follows the slow switching of trap 2, while trap 2 has a larger variance and a lower rate. The cross term removes most of this. Equation (4), outside its range at $u=1.93$, would give $-0.117$ for the cross term, less than half its size.

The sign depends on the readout. If the same traps produced current steps of opposite sign, the cross term would add, and the noise at 1 Hz would be $0.086+0.239+0.266=0.59$ nA²/Hz, nearly five times the isolated sum. Repulsion therefore does not by itself imply less noise.

## What remains at high frequency

For $\omega$ far above all three rates, (2) becomes $S\to(4/\omega^2)\sum_kA_k\lambda_k$. The sum is $-\dot C(0)$, which is expression (1) with $g_a$ replaced by $x_a$. Every transition flips one trap, so $(x_a-x_b)^2$ is either $a_1^2$ or $a_2^2$ and never contains $a_1a_2$. Capture and emission fluxes balance, which cancels the factor $1/2$:

$$S\to\frac4{\omega^2}(a_1^2\nu_1+a_2^2\nu_2),\qquad \nu_1=p_{00}c_1(0)+p_{01}c_1(1),$$

and similarly $\nu_2=p_{00}c_2(0)+p_{10}c_2(1)$. At such short times each flip is seen separately, before the other trap can respond. The cross term has gone, but the flip rates still feel the coupling. Here $\nu_1=439$ and $\nu_2=21.2$ s⁻¹, while the isolated values $v_i\lambda_i$ are 465 and 19.0 s⁻¹. Hence the tail ratio is

$$\frac{36(439)+25(21.2)}{36(465)+25(19.0)}=0.95,$$

as in the table at 10 kHz. This near agreement belongs to values of $\theta$ near $1/2$. With the other parameters unchanged, the tail ratio is 1.93 at $\theta=0$ and 0.58 at $\theta=1$, so the loss of the cross term does not by itself restore the isolated sum.

## The transistor behind the numbers

The interaction follows from image charges. Let $z_1=0.8$ nm and $z_2=1.0$ nm be the trap depths from the channel, $\rho=2$ nm their lateral distance, $t=3$ nm the oxide thickness, $d=z_2-z_1$, $s=z_1+z_2$ and $R(z)=\sqrt{\rho^2+z^2}$. The metal gate reflects a charge with factor $-1$. At the silicon surface, continuity of potential and normal displacement gives the factor $r=(\kappa_{\rm ox}-\kappa_{\rm Si})/(\kappa_{\rm ox}+\kappa_{\rm Si})=-1/2$ without carriers; a perfectly conducting channel has $r=-1$. Repeated reflection gives, in Gaussian units,

$$\begin{aligned}U=\frac{e^2}{\kappa_{\rm ox}}\Big\{&\frac1{R(d)}+\frac r{R(s)}+\sum_{m\ge1}(-r)^m\Big[\frac1{R(2mt-d)}+\frac1{R(2mt+d)}\\&+\frac r{R(2mt+s)}+\frac1{r\,R(2mt-s)}\Big]\Big\}.\end{aligned}$$

With $e^2=1.44$ eV nm and $\kappa_{\rm ox}=3.9$, the conducting channel gives 36 meV and carrier-free silicon 74 meV. The chosen 50 meV lies between. Over this range, with $\theta=1/2$, the 1 Hz ratio runs from 0.68 to 0.26.

The oxide, the 50 nm by 50 nm gate area and the carrier density of $5\times10^{12}$ cm⁻² are of the order met in small transistors. The steps agree with a simple estimate: one of 125 carriers lost from 1 µA, reduced by the share of image charge on the gate, gives 5.9 and 5.3 nA. At the assumed drain bias of 50 mV, however, this current implies a mobility of only 25 cm²/(V s), far below the few hundred of a good silicon channel. Such a channel would carry more current and have larger steps and more noise; if both steps grow by the same factor, the noise ratios found here do not change. Another atypical feature is the closeness of the traps. For random positions, the chance that a given second trap lies within 2 nm laterally is about $\pi2^2/50^2=0.5\%$.

A further uncertain assumption is how $U$ divides between capture and emission. It leaves the equilibrium probabilities alone but changes the rates, and moves the 1 Hz ratio from 0.29 at $\theta=0$ to 0.73 at $\theta=1$ when $U=50$ meV. If $U$ is varied as well, the ratio lies anywhere between 0.15 (74 meV, $\theta=0$) and 0.98 (36 meV, $\theta=1$). The size of the loss at 1 Hz therefore depends on the chosen values. Near 36 meV and $\theta=1$ the isolated sum is nearly right at this frequency, but over most of this range it is clearly too large. With the original values, a non-additive term $a_{12}$ of $+0.5$ nA changes the ratio to 0.52, and one of $-0.5$ nA to 0.43. For traps this close the steps may be much further from additive: $+3$ nA would give 0.82 and $-3$ nA 0.23. At 400 K, with $a_{12}=0$, the ratio is 0.545 if the kinetic prefactors are held fixed; real trap rates are thermally activated, so this shows only the effect of the smaller $U/kT$ and $\varepsilon_i/kT$.

That the traps exchange electrons with the channel only is also an assumption. With a rough barrier of 3.1 eV and tunnelling mass of 0.4 electron masses, the tunnelling exponentials for exchange with the gate and between traps are below $10^{-4}$ of that for the channel. This leaves out prefactors and thermal activation. With 0.9 V across the oxide, the gate Fermi level can lie well below that of the channel. Emission to the gate then needs less activation, which can offset the small exponential, above all for trap 2, the one nearer the gate. The results hold for traps in which this path is negligible. The oxide field of 3 MV/cm is about 30% of a rough breakdown field. Thermal noise is $3\times10^{-7}$ nA²/Hz. The channel potential differs by about 2 mV between the traps; each still exchanges with one local reservoir, so detailed balance survives with slightly shifted $\varepsilon_i$. If a trap exchanges appreciably with both channel and gate at different Fermi levels, its rates are sums over the two paths. When both paths divide $U$ with the same $\theta$, the sums keep $c_i(n)/e_i(n)\propto e^{-Un/kT}$, so $W$ still obeys detailed balance and (3) holds; only the $\varepsilon_i$ and the rates change. When the paths divide $U$ differently, $c_i(1)e_i(0)/[c_i(0)e_i(1)]$ is no longer $e^{-U/kT}$ and (3) fails. Unless this ratio happens to be the same for both traps, detailed balance fails too, and the spectrum has to be computed from $W$ and its driven steady state.

## Table of computed values

```
T = 300 K, kT = 25.852 meV, e^2 = 1.4400 eV nm
oxide 3.0 nm; depths 0.8, 1.0 nm; lateral 2.0 nm
kappa oxide 3.9, silicon 11.7; trap distance 2.010 nm
U conducting channel = 36.0 meV
U carrier-free silicon = 74.1 meV
U chosen = 50.0 meV, U/kT = 1.934, theta = 0.5
eps1, eps2 = -20, -40 meV
rate prefactors = 1000, 50 1/s
steps a1, a2 = 6.0, 5.0 nA
trap 1, other=0: capture 1472.29, emission 679.22 1/s
trap 1, other=1: capture 559.77, emission 1786.44 1/s
trap 2, other=0: capture 108.38, emission 23.07 1/s
trap 2, other=1: capture 41.21, emission 60.67 1/s
p00, p10, p01, p11 = 0.1071 0.2321 0.5031 0.1577
isolated occupancies = 0.6843, 0.8245
coupled occupancies = 0.3898, 0.6608
covariance = -0.0999
variance coupled = 8.172 nA^2
variance isolated sum = 11.394 nA^2
isolated rates = 2151.50, 131.45 1/s
isolated weights = 7.7771, 3.6172 nA^2
coupled mode: 93.42 1/s, weight 1.09361 nA^2
coupled mode: 2227.89 1/s, weight 4.48027 nA^2
coupled mode: 2409.73 1/s, weight 2.59798 nA^2
f=1 Hz: S=5.8973e-02, sum=1.2428e-01 nA^2/Hz, ratio=0.4745
f=10 Hz: S=4.4589e-02, sum=1.0405e-01 nA^2/Hz, ratio=0.4285
f=100 Hz: S=1.2502e-02, sum=1.7938e-02 nA^2/Hz, ratio=0.6969
f=1000 Hz: S=1.4617e-03, sum=1.5656e-03 nA^2/Hz, ratio=0.9337
f=10000 Hz: S=1.6538e-05, sum=1.7415e-05 nA^2/Hz, ratio=0.9496
parts 1 Hz: 8.627e-02, 2.388e-01, cross -2.660e-01 nA^2/Hz
parts 10000 Hz: 1.600e-05, 5.363e-07, cross -7.705e-10 nA^2/Hz
fast-trap occupancy, slow empty/full = 0.6843, 0.2386
slow-limit apparent step = 2.326 nA, rate = 94.45 1/s
slow-limit S at 1 Hz = 6.3388e-02 nA^2/Hz
capture fluxes = 439.30, 21.17 1/s
trajectory/theory, 2-20 Hz = 0.993
trajectory/theory, 200-218 Hz = 1.014
trajectory/isolated sum, 2-20 Hz = 0.427
kinetic-only (x4) ratio at 300 Hz = 0.5535
1 Hz ratio at U limits = 0.683, 0.255
1 Hz ratio, theta 0 and 1 = 0.286, 0.731
1 Hz ratio at 400 K, fixed prefactors = 0.545
1 Hz ratio with a12 = 0.5 nA: 0.525
rough barrier 3.1 eV, tunnelling mass 0.4 m_e
gate/channel WKB factor, trap 2 = 8.69e-05
trap-trap/channel WKB factor = 2.08e-05
oxide field = 3.0 MV/cm, rough breakdown fraction = 0.30
current 1000 nA, VD 50 mV, W=L=50 nm
channel density = 5.0e+12 cm^-2
number-loss step estimates = 5.87, 5.33 nA
thermal noise = 3.314e-07 nA^2/Hz
channel drop over trap spacing = 2.0 mV
```
